Total-Energy Boltzmann Solver: Equilibrium Flux Cancellation and Limits of First-Order Truncation

**Result**

Let ε be the kinetic energy of an electron, V(x) its band-edge energy, F = −dV/dx the force on it and H = ε + V(x) its total energy. Keeping two angular terms of the distribution, f = f0 + f1 cosθ, turns the steady Boltzmann equation into a diffusion equation at fixed H, coupled between energies by phonons:

−∂x[κ(H−V) ∂x f0]_H = g S0[f0],  κ = g v²τ/3.  (1)

Here g is the density of states per spin and valley, v the speed, τ the scattering time and S0 the isotropic part of the collision term. The particle flux per unit energy is

j = −κ(∂x f0)_H = −κ(∂x f0)_ε − κF ∂ε f0.  (2)

The first term on the right is the gradient flux, the second the field flux. They cancel at every position and energy when f0 depends on H alone, as it does in equilibrium. A difference scheme on an H grid inherits the cancellation up to rounding.

This says nothing about the accuracy of the angular truncation under bias. In the example below the truncated model comes close to the time that transmitted electrons spend above 0.6 and 1.0 eV, but its current is about twice a ceiling set by the full Boltzmann equation.

**Assumptions and collision term**

The band is isotropic, with ε(1+αε) = ħ²k²/2m. Scattering is isotropic, electrons are nondegenerate, and V is given. Fluxes are positive along +x; multiplied by the elementary charge q they are quoted in A/cm², and the conventional electric current has the opposite sign. Densities and integrated fluxes carry a factor 12, for two spins and six valleys.

Counting states in a shell of k-space gives g dε = k²dk/2π². Since dε = ħv dk,

g v = k²/(2π²ħ).  (3)

Acoustic scattering is treated as elastic. Optical phonons have one energy ħω and occupation N = 1/[exp(ħω/kT)−1], where the k in kT is Boltzmann's constant. With ε± = ε ± ħω,

1/τ = c_a g(ε) + c_o[N g(ε+) + (N+1) g(ε−)],

g S0 = c_o g(ε){g(ε+)[(N+1)f0(ε+) − N f0(ε)] + g(ε−)[N f0(ε−) − (N+1)f0(ε)]}.  (4)

The constants are c_a = 2πkT D_a²/(ħρu²) and c_o = πħD_o²/(ρħω), with mass density ρ, sound speed u and coupling constants D_a and D_o. The choice of final valleys is lumped into D_o. Elastic scattering is absent from S0 because it moves no electron in energy. It remains in τ because it randomizes direction, and isotropic scattering returns nothing to f1, so 1/τ is the full out-rate.

**Angular projection**

Write c = cosθ. The derivative along the force is

∂/∂k_z = c ∂k + [(1−c²)/k] ∂c.

Applied to f0 + c f1, the streaming operator v c ∂x + (F/ħ)∂/∂k_z gives

v c ∂x f0 + v c² ∂x f1 + (F/ħ)[c ∂k f0 + c² ∂k f1 + (1−c²)f1/k].

Average over the sphere. Odd powers of c vanish, c² averages to 1/3 and 1−c² to 2/3:

(v/3)∂x f1 + (F/3ħ)(∂k f1 + 2f1/k) = S0.

The last bracket is k⁻²∂k(k²f1). By (3), k² is proportional to gv, and ∂k = ħv ∂ε, so the bracket equals (ħ/g)∂ε(g v f1). At fixed ε neither g nor v depends on x. Hence

(1/3g)(∂x + F∂ε)(g v f1) = S0.  (5)

For the second equation, multiply the streaming expression by 3c and average. The terms in f1 are now odd and vanish, while 3⟨c²⟩ = 1:

v(∂x + F∂ε)f0 = −f1/τ.  (6)

The second harmonic would enter (6); dropping it is the approximation. Symbolic integration of a trial function, differentiated in Cartesian momentum, confirmed both projections.

**Change to total energy**

Let f0(x,ε) = f̃(x,H) with H = ε + V(x). The chain rule gives

(∂x f0)_ε = (∂x f̃)_H + V′∂H f̃,  ∂ε f0 = ∂H f̃.

Because F = −V′, the terms containing V′ cancel in the combination needed:

(∂x + F∂ε)f0 = (∂x f̃)_H.  (7)

Equation (6) becomes f1 = −vτ(∂x f0)_H. Inserting it in (5) and multiplying by g gives (1). The flux per unit energy is g⟨v c f⟩ = g v f1/3, which gives (2).

**Why the fluxes cancel**

Take f0 = Φ(H). At fixed ε its gradient is V′Φ′ = −FΦ′, and its energy derivative is Φ′. Therefore

gradient flux = +κFΦ′,  field flux = −κFΦ′.

No special form of Φ is needed. The phonons choose the form. Let M = exp(−H/kT) and f0 = Mu. Since (N+1)exp(−ħω/kT) = N, the net upward transfer between H and H+ħω is

c_o g(ε)g(ε+)[N f0(H) − (N+1)f0(H+ħω)] = c_o g(ε)g(ε+)N M(H)[u(H) − u(H+ħω)].  (8)

Suppose both contacts impose u = u_c. Multiply (1) by u−u_c, integrate by parts in x, and sum over energy. The boundary terms vanish, leaving

∫∫ κM(∂x u)² dx dH + ∫∫ c_o g(ε)g(ε+)N M(H)[u(H)−u(H+ħω)]² dx dH = 0.

Both terms are nonnegative, so both vanish. If every allowed state is linked to a contact by transport or phonons, u = u_c everywhere and f0 = u_c exp(−H/kT).

Integrating over ε recovers the Einstein relation. For f0 proportional to exp(−ε/kT) at each x, define

μ = ∫κf0 dε / (kT∫g f0 dε).

The field flux integrates to nμF. The gradient flux integrates to −μkT dn/dx, because (∂x f0)_ε = f0(dn/dx)/n. In equilibrium dn/dx = nF/kT, and the sum is zero.

Zero voltage is not sufficient. If phonons are hotter in one region, N/(N+1) differs from exp(−ħω/kT) there and M no longer balances (8). With Fermi statistics a Fermi function of H still cancels in (2), but (4) then needs Pauli factors.

**Discrete scheme**

Use nodes x_i with spacing Δx and H_j with ΔH = ħω/p, where p is an integer, so phonon jumps land on nodes. Keep a node if ε_ij = H_j − V_i > 0. Between two retained neighbours define

K = κ(H_j − V_{i+1/2})/Δx²,  V_{i+1/2} = (V_i+V_{i+1})/2,

and set K = 0 at a face where either neighbour is not retained. With the discrete upward transfer

R_ij = c_o g_ij g_{i,j+p}[N f_ij − (N+1)f_{i,j+p}],

the balance at an interior node is

K_{i−1/2}(f_ij−f_{i−1,j}) + K_{i+1/2}(f_ij−f_{i+1,j}) + R_ij − R_{i,j−p} = 0.  (9)

Contact values are exp[(E_F−H_j)/kT]. At the top of the grid a missing jump is removed in both directions.

Pseudocode:

1. Build x, H and V; mark nodes with H_j > V_i.
2. For each spatial pair a,b add K to A_aa and A_bb, and −K to A_ab and A_ba.
3. For each phonon pair (a lower, b upper) set U = c_o g_a g_b N and D = c_o g_a g_b(N+1). Add U to A_aa, −D to A_ab, D to A_bb and −U to A_ba.
4. Move known contact values to the right-hand side; solve for the rest.
5. Form −κ(f_{i+1,j}−f_ij)/Δx at each face, sum over H and multiply by 12ΔH.

Off-diagonal entries are nonpositive. Each pair contributes zero to its column sums; eliminating a contact neighbour leaves a positive one. If every free node is linked to a contact, A is therefore a nonsingular M-matrix with a nonnegative inverse, and f0 cannot become negative in exact arithmetic. Summing (9) over j cancels the phonon terms and makes the total flux the same at every face.

**Cost**

Level j couples only to j±p, so the system splits into p independent ladders. For n_x positions and n_H energies, a ladder is block tridiagonal in x with blocks of size at most b = n_H/p. Block elimination costs of order p n_x b³ operations and p n_x b² storage. Since b is the energy range divided by ħω, refining ΔH at fixed range raises the cost linearly. The biased example has n_x = 401, n_H = 350 and p = 10, hence b = 35 and p n_x b³ ≈ 1.7×10⁸. Several phonon energies need a common energy step and may join the ladders.

The steady equation is linear and needs no time step or iteration.

**What a kinetic-energy grid does**

Apply central differences to the Maxwellian on an (x,ε) grid. Let a = |F|Δx/kT and b_E = Δε/kT. For locally linear V the gradient term is multiplied by sinh(a)/a and the field term by sinh(b_E)/b_E. The relative mismatch is then

(a² − b_E²)/6

to leading order. It vanishes when Δε = |F|Δx, but a grid with uniform steps cannot satisfy this everywhere for a varying force. At the centre of a tanh step of width w, the finite difference of V subtracts a further (Δx/w)²/3.

In the example |F| = 16.67 meV/nm, kT = 25.85 meV and w = 6 nm. For Δx = 0.5 nm and Δε = 3 meV,

0.0173 − 0.0022 − 0.0023 = 0.0128,

against a computed 0.0127. Doubling both steps gives 0.0502, as second-order error requires. The small percentage multiplies a large flux: 0.0127 × 7.41×10⁶ = 9.4×10⁴ A/cm² of local flux residual, nine times the flux this model gives at 1.2 V. This is the residual left by the exact Maxwellian, not the current a solved kinetic-grid scheme would carry. The mismatch is the same at all energies, so the solution can absorb it in n(x). Integrated over one edge it amounts to a density error of about 5% on the barrier, and it cancels over the two edges of this symmetric structure. It need not cancel when the contacts lie at different band energies.

**Zero-bias example**

The structure is 200 nm long with contact density 10¹⁹ cm⁻³. A barrier of nominal height 0.20 eV has edges at 40 and 100 nm. Parameters are rough silicon values: mass 0.321 m0, α = 0.5 eV⁻¹, ħω = 60 meV, D_a = 9 eV and D_o = 12×10⁸ eV/cm. The grid has Δx = 0.5 nm and ΔH = 6 meV.

The solver receives equilibrium data at the contacts and returns the Maxwellian inside with a largest relative error of 6×10⁻¹³. At the source edge n = 2.09×10¹⁷ cm⁻³, and the usual mobility, qμ in terms of the μ defined above, is 1329 cm²/Vs from quadrature. The expected field flux has magnitude

q n (qμ)(|F|/q) = (1.602×10⁻¹⁹)(2.09×10¹⁷)(1329)(1.667×10⁵) ≈ 7.4×10⁶ A/cm²,

where |F|/q is in V/cm and the prefactor q converts particle flux to A/cm². The separately extracted fluxes are +7.414×10⁶ and −7.414×10⁶ A/cm². Energy by energy they agree within 2.5×10⁻⁵, a difference that includes the error of differentiating the solution. The scheme's own net flux is 10⁻¹⁴ of the field flux.

Raising the phonon temperature in S0 to 400 K between 40 and 70 nm, with κ held at its 300 K form, breaks the cancellation. The net flux reaches 3.5% of the field flux at the source edge for energies below 0.3 eV, and about 300 A/cm² flows toward the drain without bias (298 on this grid, about 5% more at Δx = 0.125 nm).

**Biased example: a failure of the truncation**

Now lower the drain by 1.2 eV through a tanh drop centred at 90 nm. The model gives 1.045×10⁴ A/cm², uniform in x to 10⁻¹⁰. Doubling both grid steps changes this by 0.35%, but an energy step of 10 meV at the same Δx changes it by about 2%, so the smaller figure is not an error bound. Finer grids (ΔH = 2 meV, or Δx = 0.25 nm with ΔH = 3 meV) give about 1.06×10⁴ A/cm², some 1.5% higher, so only the first two digits are settled. Neither flux conservation nor grid refinement tests the angular truncation.

The full Boltzmann equation supplies a bound. The source Maxwellian M_s, extended through the device as a function of H, solves it. At the contacts the incoming distribution never exceeds M_s, because the drain Fermi level is lower. The difference M_s−f obeys the same linear equation with nonnegative incoming data and nonnegative in-scattering, so it stays nonnegative. The forward flux at the barrier top therefore cannot exceed that of half a Maxwellian, n_top v̄/4.

The top lies at 0.1889 eV, so

n_top = 10¹⁹ exp(−0.1889/0.02585) ≈ 6.7×10¹⁵ cm⁻³.

With the parabolic mean speed v̄ = √(8kT/πm) ≈ 1.9×10⁷ cm/s, the ceiling is

(1.602×10⁻¹⁹)(6.7×10¹⁵)(1.9×10⁷)/4 ≈ 5.1×10³ A/cm².

Nonparabolicity (αkT = 0.013) lowers this by about 2%, to 5.0×10³ A/cm². The truncated model exceeds the ceiling by a factor of about 2. A Monte Carlo calculation without angular truncation, started with this forward half-Maxwellian at the top, passes 86% of the electrons. The actual forward distribution cannot exceed this one, so by linearity the current is at most about 4.4×10³ A/cm², and the truncated current is at least about 2.4 times the correct one.

The reason is visible in f1 = −vτ∂x f0: nothing limits |f1| when f0 changes appreciably over a distance vτ. A nonnegative f0 + f1 cosθ requires |f1| ≤ f0, hence a mean velocity no greater than ⟨v⟩/3. At 60 nm the density is 2.64×10¹⁵ cm⁻³, so flux divided by density is 2.5×10⁷ cm/s. The mean energy there is 0.052 eV, where the speed is 2.3×10⁷ cm/s. Since v(ε) is concave, the mean speed cannot exceed this value. The model's drift velocity is larger than its mean speed, although f0 is positive. An implementation should monitor |f1|/f0 at each position and energy. At the peak force, 455 kV/cm, the ratio of the averages of |f1| and f0 is only 0.45, although |f1| exceeds f0 there between about 0.88 and 1.06 eV, a range holding about 16% of the local density; at 60 nm the same ratio of averages is about 3.8. An energy average at that point alone misses the failure.

**What survives under bias**

The time a transmitted electron spends above a kinetic energy E is

t(E) = 12 Σ_{ε>E} g f0 ΔH Δx / J,

where J is the particle flux. Dividing by J removes an error in the overall size of the injected flux, but not an error in the shape of its distribution. Above 0.6 eV the model gives 303 fs and Monte Carlo 301 fs; above 1.0 eV, 58 and 60 fs. The Monte Carlo times are uncertain by 1–2 fs from sampling and flight integration: taking the kinetic energy from H − V(x) gives 303 and 62 fs. Above 1.0 eV the model is therefore 4–7% low. The agreement does not extend to the top of the energy range: above 1.3 eV the model gives about 2 fs and Monte Carlo about 3 fs. To estimate the population above 0.6 or 1.0 eV, these times should multiply a corrected flux.

In a uniform field, (5) and (6) reduce to F² d/dε(κ df0/dε) + gS0 = 0. At 100 kV/cm its drift velocity is 0.95×10⁷ cm/s, against 0.94×10⁷ from Monte Carlo. At 3 kV/cm the values are 0.332 and 0.318×10⁷ cm/s, a 4% difference. These differences combine truncation, sampling noise and grid error, which were not separated, so they do not show how the truncation error varies with field. Agreement in a uniform field does not guarantee a correct barrier current.

**Relation to silicon devices**

The mobility is near the rough value of 1400 cm²/Vs for lightly doped silicon, and the velocity at 100 kV/cm is near the rough saturated value of 10⁷ cm/s. This partly reflects the lumped parameters: with τ unchanged, using the conductivity mass would raise the mobility by a factor of 1.24, to about 1650 cm²/Vs. The 60 nm barrier and 1.2 V are in the range of short transistors, but the channel density, 3×10¹⁵ cm⁻³, represents a device that is nearly off. Treated as uniform over 60 nm, its mobile charge shifts the potential by about 2 mV. At 10¹⁸ cm⁻³ the same estimate gives 0.7 V, so an on-state device needs a self-consistent potential.

The omissions sized in this paragraph are smaller than the truncation error in the current. Contact degeneracy raises the ratio of diffusivity to mobility by 12%. A parabolic estimate of barrier-top tunnelling gives a 0.7% gain in current. It overstates the effect, because the barrier is not parabolic over an energy range of kT: the exact one-dimensional transmission through this potential gives about 0.2%, or 0.3% with the transverse mass. An assumed contact mobility of 100 cm²/Vs gives a 0.26 mV drop, about 1% of kT/q. An assumed ionization rate of 0.1 ps⁻¹eV⁻² times the squared excess above 1.12 eV yields 2.5×10⁻⁵ pairs per electron. Operating temperature matters more: from 300 to 358 K the barrier factor alone grows 3.3 times.

About one fifth of the time above 0.6 eV is spent above 1 eV, where a single Kane band is doubtful; the Monte Carlo comparison shares that band and cannot reveal its error. Full bands, electron-electron scattering and quantization at the Si/SiO2 surface are absent. The residence times are inputs to a damage model, not damage rates. The complete numerical output follows.

Computed values

```
thermal energy kT at 300 K: 25.85 meV
density-of-states mass: 0.321 m0; conductivity mass: 0.258 m0
nonparabolicity: 0.5 1/eV; phonon energy: 60 meV
acoustic potential: 9.0 eV; optical: 12e8 eV/cm
mass density: 2330 kg/m3; sound speed: 9000 m/s
phonon occupation: 0.1089; total rate at 0.5 eV: 40.2 1/ps
low-field mobility: 1329 cm2/Vs
slab solver current / quadrature current: 1.0004
contact density: 1.0e+19 cm-3; Fermi level: -27.3 meV
barrier: 0.2 eV; edges: 40, 100 nm; edge width: 6.0 nm
bias fall centre: 90 nm; width: 15 nm; length: 200 nm
grid steps: 0.50 nm, 6.0 meV; unknown levels at bias: 350
ZERO BIAS, source edge x = 40 nm
largest relative error of solved Maxwellian: 6.0e-13
force: -16.67 meV/nm; density: 2.091e+17 cm-3
at eps 50.5 meV, gradient flux x q: 9.5849e+07 A/cm2/eV
at eps 50.5 meV, field flux x q: -9.5852e+07 A/cm2/eV
integrated gradient flux x q: 7.4139e+06 A/cm2
integrated field flux x q: -7.4141e+06 A/cm2
largest split-flux mismatch, relative: 2.5e-05
total-energy grid net/field flux: 1.2e-14
kinetic grid net/field, 1 nm and 6 meV: 0.0502
kinetic grid net/field, 0.5 nm and 3 meV: 0.0127
its spurious current x q: 9.42e+04 A/cm2
400 K phonons at 40-70 nm, largest net/field flux: 0.0348
400 K phonons, net particle flux x q: 2.98e+02 A/cm2
BIAS 1.2 V
particle flux x q: 1.045e+04 A/cm2; relative spread in x: 1.0e-10
barrier top: 0.1889 eV at 52.5 nm
peak force / q: 455 kV/cm at 97.5 nm
x 60 nm: mean energy 0.0519 eV, density 2.64e+15 cm-3
x 80 nm: mean energy 0.2254 eV, density 2.96e+15 cm-3
x 90 nm: mean energy 0.4545 eV, density 4.72e+15 cm-3
x 100 nm: mean energy 0.6232 eV, density 8.31e+15 cm-3
x 110 nm: mean energy 0.0560 eV, density 3.92e+17 cm-3
x 130 nm: mean energy 0.0402 eV, density 8.05e+18 cm-3
time above 0.6 eV per electron: SHE 302.5 fs, MC 300.6 fs
time above 1.0 eV per electron: SHE 57.7 fs, MC 60.3 fs
MC fraction passing from barrier top: 0.860
coarse-grid change: current 0.35 %, time above 0.6 eV -0.12 %
mean |f1| / mean f0 at peak force: 0.449
UNIFORM FIELD, velocity in 1e7 cm/s and mean energy in eV
3 kV/cm: SHE 0.3319, 0.0457; MC 0.3183, 0.0453
100 kV/cm: SHE 0.9547, 0.3664; MC 0.9396, 0.3608
NEGLECTED EFFECTS
mass anisotropy, m_dos/m_cond: 1.243
contact degeneracy, D/(mobility kT/q): 1.118
mobile charge: 3.00e+15 cm-3, potential shift 2.09 mV
barrier-top tunnelling, relative current gain: 6.9e-03
pairs per electron, assumed rate 0.1/ps/eV2 above 1.12 eV: 2.5e-05
40 nm contact drop at assumed 100 cm2/Vs: 0.2610 mV
barrier factor gain from 300 K to 358 K: 3.27
```
